\section*{Optimal damping for Kohn-Sham with a cubic line search}

\section{Problem}

A spin-paired Kohn--Sham model in one dimension has the energy
\begin{equation}
E[D]=\mathrm{Tr}(tD)+\int v\,n\,dx+\frac12\iint n(x)w(x,x')n(x')\,dx\,dx'+\int e(n)\,dx .
\label{E}
\end{equation}
Here $D$ is the density matrix, $n$ its density, $t$ the kinetic operator, $v=\frac12\omega^2x^2$ and $w=1/\sqrt{1+(x-x')^2}$. The exchange-correlation energy density is a chosen local form,
\begin{equation}
e(n)=-\frac{n^2}{2(n+c)},\qquad c>0 .
\label{e}
\end{equation}
It imitates the structure of a local density approximation and is not fitted to any system. Hartree atomic units are used. Density matrices obey $0\le D\le 2$ and $\mathrm{Tr}D=N$, so fractional occupations are allowed and every mixture of two admissible matrices is admissible.

The optimal damping algorithm (ODA) holds a current mixture $D_0$, builds its Kohn--Sham matrix $F(D_0)$, and fills the lowest $N/2$ orbitals of that matrix to obtain the aufbau matrix $D_1$. The next mixture lies on the segment
\begin{equation}
D(\lambda)=D_0+\lambda(D_1-D_0),\qquad 0\le\lambda\le1,
\end{equation}
where $E(\lambda)\equiv E[D(\lambda)]$ is lowest.

Take $N=8$, $\omega=0.2$ and $c=0.5$, with three-point finite differences on 201 points over $[-20,20]$. Let $D_0$ be the ground state without interaction. Diagonalizing $F(D_0)$ gives $D_1$, and the two ends of the segment have
\begin{align}
E_0&=13.623158, & E_1&=16.686116,\nonumber\\
s_0&=-3.609591, & s_1&=9.595720
\label{data}
\end{align}
hartree, where $s_0=E'(0)$ and $s_1=E'(1)$.

(a) Which step $\lambda$ should be taken? (b) How far is it from the step of an exact line search? (c) Is the energy certain to fall? (d) How does the step error change as the segment shrinks?

\section{A tempting solution}

The density matrix is linear in $\lambda$, and the energy is built from one-body terms and a pair interaction. One-body terms are linear in $D$ and the pair term is quadratic, so $E(\lambda)$ is a parabola and its slope is a straight line,
\begin{equation}
L(\lambda)=s_0+(s_1-s_0)\lambda .
\label{L}
\end{equation}
Setting $L=0$ gives
\begin{equation}
\lambda_q=\frac{-s_0}{s_1-s_0}=\frac{3.609591}{13.205311}=0.27334 .
\label{lq}
\end{equation}
This would be the exact line search. The answer to (b) would be zero, (c) would follow because one moves to the true minimum, and (d) would not arise.

\section{Where it fails}

The argument has used only the two slopes and neither of the two energies. A parabola with end slopes $s_0,s_1$ must rise by their mean,
\begin{equation}
\tfrac12(s_0+s_1)=2.993065,
\end{equation}
whereas the energy rises by $\Delta=E_1-E_0=3.062958$ hartree. The mismatch of $0.0699$ hartree shows that $E(\lambda)$ is not a parabola.

The faulty sentence is the one that lists the terms of the energy. It holds for Hartree--Fock, where exchange is quadratic in $D$. In Eq.~\eqref{E} the last term is a nonlinear function of the density, and along the segment it is $\int e(n_0+\lambda\delta)\,dx$ with $\delta=n_1-n_0$. This is not a polynomial in $\lambda$.

\section{The cubic step}

\subsection{Slopes}

Differentiating Eq.~\eqref{E} along the segment gives
\begin{align}
E'(\lambda)&=\mathrm{Tr}[t(D_1-D_0)]+\int\Bigl[v+\int w\,n_\lambda\,dx'+e'(n_\lambda)\Bigr]\delta\,dx\nonumber\\
&=\mathrm{Tr}[F(D(\lambda))(D_1-D_0)],
\label{slope}
\end{align}
where $n_\lambda=n_0+\lambda\delta$. The factor $\frac12$ of the Hartree energy has cancelled because $w$ is symmetric and either density may be varied. The bracket is the Kohn--Sham potential, with
\begin{equation}
e'(n)=-\frac{n^2+2cn}{2(n+c)^2}.
\end{equation}

At $\lambda=0$ the slope cannot be positive. In the eigenbasis of $F(D_0)$ one has $\mathrm{Tr}[F(D_0)D]=\sum_i\varepsilon_if_i$, where the diagonal elements $f_i$ of $D$ lie between 0 and 2 and sum to $N$. Filling the lowest levels minimizes this sum, so $\mathrm{Tr}[F(D_0)D_1]\le\mathrm{Tr}[F(D_0)D_0]$ and $s_0\le0$. Equality means that $D_0$ itself minimizes the sum, which is self-consistency in the extended sense that admits fractional occupation at a degenerate Fermi level. Thus $-s_0$ is a natural measure of convergence.

\subsection{Fit and minimum}

Use all four data in
\begin{equation}
p(\lambda)=E_0+s_0\lambda+c_2\lambda^2+c_3\lambda^3 .
\end{equation}
The values at $\lambda=0$ are built in. The conditions $p(1)=E_1$ and $p'(1)=s_1$ read
\begin{equation}
c_2+c_3=\Delta-s_0,\qquad 2c_2+3c_3=s_1-s_0 .
\end{equation}
Subtracting twice the first from the second gives $c_3$, and the first then gives $c_2$:
\begin{equation}
c_3=s_0+s_1-2\Delta,\qquad c_2=3\Delta-2s_0-s_1 .
\label{c}
\end{equation}
The coefficient $c_3$ is $-2$ times the mismatch found above.

The stationary points solve $3c_3\lambda^2+2c_2\lambda+s_0=0$, so
\begin{equation}
\lambda=\frac{-c_2\pm S}{3c_3},\qquad S=\sqrt{c_2^2-3c_3s_0}.
\end{equation}
There $p''=2c_2+6c_3\lambda=\pm2S$, and the minimum has the upper sign. Because $(S-c_2)(S+c_2)=-3c_3s_0$, it can be written as
\begin{equation}
\lambda_c=\frac{-s_0}{c_2+S},
\label{lc}
\end{equation}
which stays regular when $c_3\to0$ with $c_2>0$. In that limit $S\to c_2$ and $2c_2=s_1-s_0$, so Eq.~\eqref{lq} returns.

If $s_0<0<s_1$, then $p'$ has opposite signs at the ends. Being at most quadratic, it has one root between them, and that root is the minimum of $p$ on $[0,1]$. If $s_1\le0$, the end $\lambda=1$ also competes, and one takes the lower of $p(1)$ and $p$ at an interior minimum, if there is one.

For the data \eqref{data},
\begin{align}
c_2&=3(3.06296)+2(3.60959)-9.59572=6.8123,\nonumber\\
c_3&=-3.60959+9.59572-2(3.06296)=-0.1398,\nonumber\\
S&=\sqrt{6.8123^2-3(0.1398)(3.6096)}=6.7003,\nonumber\\
\lambda_c&=\frac{3.6096}{6.8123+6.7003}=0.26713 .
\end{align}
This answers (a) for the cubic fit.

\section{What the cubic guarantees}

Let $r=E-p$. Hermite interpolation is linear in the interpolated function and reproduces every cubic. The kinetic, external and Hartree terms therefore leave no remainder, and $r$ comes from $e(n)$ alone. Since $n^2=(n-c)(n+c)+c^2$,
\begin{equation}
e(n)=-\frac12\left[n-c+\frac{c^2}{n+c}\right],
\end{equation}
and only the last term matters.

At a fixed point $x$ write $a=n_0+c$, $b=n_1+c=a+\delta$ and $m=a+\lambda\delta=n_\lambda+c$. Let $q(\lambda)$ be the cubic that matches $1/m$ and its slope at both ends. The product
\begin{equation}
m\left(\frac1m-q\right)=1-(a+\lambda\delta)\,q(\lambda)
\end{equation}
is a polynomial of degree at most four with double zeros at 0 and 1, so it equals $K\lambda^2(1-\lambda)^2$. This identity holds for all $\lambda$, also outside the segment. For $\delta\ne0$ put $\lambda=-a/\delta$, where $m=0$:
\begin{equation}
1=K\,\frac{a^2}{\delta^2}\Bigl(1+\frac a\delta\Bigr)^2=K\,\frac{a^2b^2}{\delta^4},
\qquad K=\frac{\delta^4}{a^2b^2}.
\end{equation}
For $\delta=0$ the remainder vanishes, as this $K$ says. Multiplying by $-c^2/2$ and integrating gives
\begin{equation}
r(\lambda)=-\frac{c^2}{2}\lambda^2(1-\lambda)^2\int\frac{\delta^4}{a^2b^2m}\,dx\le0 .
\label{r}
\end{equation}

The cubic is an upper bound to the energy on the whole segment. Since $p$ starts downhill when $s_0<0$, its minimum lies below its starting value, and
\begin{equation}
E(\lambda_c)\le p(\lambda_c)<p(0)=E_0 .
\label{descent}
\end{equation}
This answers (c): the cubic step lowers the energy at every iteration that is not yet self-consistent. Descent alone does not prove convergence to the global minimum.

Let $\lambda_*$ be the true minimizer on $[0,1]$. Then $p(\lambda_c)\le p(\lambda_*)=E(\lambda_*)-r(\lambda_*)$, and with Eq.~\eqref{descent} the energy lost by using the cubic is bounded:
\begin{equation}
0\le E(\lambda_c)-E(\lambda_*)\le -r(\lambda_*) .
\label{loss}
\end{equation}

The parabola is not an upper bound, so this argument does not apply to it. With the starting energy $E_0$ it predicts $E_0+\frac12(s_0+s_1)=16.6162$ hartree at $\lambda=1$, below the true $16.6861$ hartree.

The upper bound extends to other local functionals. Let $f(\lambda)=e(n_0+\lambda\delta)$ at one point $x$, with Hermite cubic $q_f$. For a given $\lambda$ inside the segment choose $k$ so that
\begin{equation}
G(z)=f(z)-q_f(z)-kz^2(1-z)^2
\end{equation}
vanishes at $z=\lambda$. Then $G$ has five zeros counted with multiplicity, two at each end and one at $\lambda$. Repeated use of Rolle's theorem gives a point $\xi$ with $G''''(\xi)=0$, hence $k=f''''(\xi)/24$. As $f''''=e''''(n)\,\delta^4$, any local functional with $e''''\le0$ on the densities met leaves $r\le0$. Exchange of the form $-n^{4/3}$ qualifies at positive density, because its fourth derivative is $-\frac{40}{81}n^{-8/3}$. A correlation term, or a dependence on density gradients, needs its own examination.

\section{The step error}

\subsection{An identity}

Suppose that $\lambda_c$ and $\lambda_*$ both lie inside the segment. Then $E'(\lambda_*)=0$ gives $p'(\lambda_*)=-r'(\lambda_*)$, while $p'(\lambda_c)=0$. Since $p'$ is quadratic,
\begin{align}
p'(\lambda_*)-p'(\lambda_c)&=2c_2(\lambda_*-\lambda_c)+3c_3(\lambda_*^2-\lambda_c^2)\nonumber\\
&=(\lambda_*-\lambda_c)\,[2c_2+3c_3(\lambda_*+\lambda_c)] .
\end{align}
The bracket is $p''$ at the midpoint $\bar\lambda=(\lambda_c+\lambda_*)/2$. Hence
\begin{equation}
\lambda_c-\lambda_*=\frac{r'(\lambda_*)}{p''(\bar\lambda)} .
\label{id}
\end{equation}
With $u=\lambda(1-\lambda)$, $u'=1-2\lambda$ and $m'=\delta$, Eq.~\eqref{r} gives
\begin{equation}
r'(\lambda)=-\frac{c^2}{2}\int\frac{\delta^4}{a^2b^2}\,\frac{u}{m^2}\bigl[2(1-2\lambda)m-u\delta\bigr]dx .
\label{rp}
\end{equation}

The sign can be settled for part of the range. Let $0<\lambda\le\frac13$. Where $\delta\le0$, the square bracket is positive term by term. Where $\delta>0$, use $m=a+\lambda\delta>\lambda\delta$:
\begin{equation}
2(1-2\lambda)m-u\delta>\lambda\delta\,[2(1-2\lambda)-(1-\lambda)]=\lambda\delta(1-3\lambda)\ge0 .
\end{equation}
So $r'(\lambda_*)<0$ and $p'(\lambda_*)>0$ for $\lambda_*\le\frac13$, unless $\delta$ vanishes everywhere. If also $s_1>0$, $p'$ is positive only to the right of $\lambda_c$, and therefore $\lambda_c<\lambda_*$: the cubic is too cautious. Exchanging the two ends of the segment shows that it steps too far when $\lambda_*\ge\frac23$. Between these values the sign depends on the densities.

\subsection{The first segment}

For the exact line search, the slope \eqref{slope} was scanned at 51 equally spaced values of $\lambda$, its zero was refined with Brent's method, and the energies of all minima found were compared. The result is $\lambda_*=0.28166$. Equation~\eqref{rp}, with the integral taken as a grid sum, gives $r'(\lambda_*)=-0.19472$ hartree, and
\begin{align}
p''(\bar\lambda)&=2(6.8123)-3(0.1398)(0.26713+0.28166)\nonumber\\
&=13.3945\ \text{hartree},\nonumber\\
\lambda_c-\lambda_*&=\frac{-0.19472}{13.3945}=-0.01454 .
\end{align}
Direct subtraction, $0.267127-0.281664=-0.014537$, gives the same error. It is about 5\% of the exact step. On a grid with half the spacing $\lambda_*$ is $0.2813$ and the error is $-0.01452$, while $E_0$ and $E_1$ fall by $0.004$ and $0.009$ hartree: the digits in Eq.~\eqref{data} belong to the 201-point grid.

The energies are $p(\lambda_c)=13.1424$, $E(\lambda_c)=13.0988$ and $E(\lambda_*)=13.0974$ hartree. The loss is $1.46\times10^{-3}$ hartree, about 0.3\% of the decrease of $0.5258$ hartree that exact search achieves. The bound \eqref{loss} is $0.0464$ hartree, some thirty times the actual loss. The loss is small because it is of second order in the step error.

On this segment the rejected parabola is nearer to $\lambda_*$ than the cubic: its error is $0.27334-0.28166=-0.0083$. To see why, eliminate $2c_2=s_1-s_0-3c_3$ from $p'$:
\begin{equation}
p'(\lambda)=L(\lambda)-3c_3\lambda(1-\lambda).
\label{corr}
\end{equation}
At $\lambda_*$ the true slope is zero. The straight line gives
\begin{equation}
L(\lambda_*)=-3.6096+13.2053(0.281664)=0.1099\ \text{hartree},
\end{equation}
and the cubic term adds $3(0.1398)(0.2023)=0.0848$ hartree, which moves the slope further from zero.

The third derivative explains this. Linear interpolation of $E'$ has the error
\begin{equation}
E'(\lambda)-L(\lambda)=-\tfrac12E'''(\xi_1)\lambda(1-\lambda),
\label{lin}
\end{equation}
by the same use of Rolle's theorem with three zeros. At $\lambda_*$ it gives $E'''(\xi_1)=2(0.1099)/0.2023=1.09$ hartree. On the other hand $E-p$ has four zeros counted with multiplicity, so its third derivative vanishes somewhere, and there $E'''(\xi_2)=6c_3=-0.84$ hartree. The third derivative changes sign within this long segment, and one constant $c_3$ cannot represent it. The advantage of the cubic here is the guarantee \eqref{descent}, not a closer step.

\subsection{Shorter segments}

Shrink the segment by a factor $s$ around a minimum with $E''(\lambda_*)>0$, and keep the minimum at a fixed relative position $\ell$. Then $\delta$ becomes $s\delta$, while $a$, $b$ and $m$ tend to the common value $n_*+c$, with $n_*$ the density at the minimum. The second term in the bracket of Eq.~\eqref{rp} is smaller than the first by a factor of order $s$, and
\begin{equation}
r'\simeq-c^2\ell(1-\ell)(1-2\ell)\,s^4\int\frac{\delta^4}{(n_*+c)^5}\,dx,\qquad p''\simeq s^2E''(\lambda_*) .
\end{equation}
By Eq.~\eqref{id} the cubic's step error, relative to the segment length, falls as $s^2$. The exception is $\ell=\frac12$, where this leading term vanishes.

For the parabola, $E'(\lambda_*)=0$ and Eqs.~\eqref{L} and \eqref{lin} give
\begin{equation}
\lambda_q-\lambda_*=-\frac{L(\lambda_*)}{s_1-s_0}=-\frac{E'''(\xi_1)\,\lambda_*(1-\lambda_*)}{2(s_1-s_0)} .
\end{equation}
The numerator scales as $s^3$ and the denominator as $s^2$, so this error falls as $s$ unless the third derivative vanishes at the minimum. This answers (d).

Pieces of the first segment, cut so that the minimum sits at $\ell=0.3$, give these magnitudes of the step error, measured in units of the length of the piece:
\begin{center}
\begin{tabular}{ccc}
$s$ & cubic & parabola\\
0.100 & $1.22\times10^{-4}$ & $2.90\times10^{-3}$\\
0.050 & $3.13\times10^{-5}$ & $1.51\times10^{-3}$\\
0.025 & $7.94\times10^{-6}$ & $7.71\times10^{-4}$
\end{tabular}
\end{center}
From the last two rows the observed orders are 1.98 and 0.97.

\section{The algorithm in use}

One iteration runs as follows.
\begin{enumerate}
\item Build $F(D_0)$, form $D_1$ by aufbau and compute $s_0$. Stop if $-s_0$ is below the threshold.
\item Evaluate $E_1$ and $F(D_1)$, and from them $s_1$.
\item Obtain $c_2,c_3$ from Eq.~\eqref{c} and the minimizer of $p$ on $[0,1]$.
\item Replace $D_0$ by $D(\lambda_c)$ and evaluate its energy afresh. The value $p(\lambda_c)$ is only a bound.
\end{enumerate}

In a run of this kind, the segments with $-s_0>0.01$ hartree were:
\begin{center}
\begin{tabular}{ccccc}
segment & $-s_0$ (hartree) & $\lambda_*$ & cubic error & parabola error\\
1 & 3.610 & 0.2817 & $-0.0145$ & $-0.0083$\\
2 & 0.931 & 1 & 0 & 0\\
3 & 0.675 & 0.2826 & $-0.0044$ & $+0.0215$\\
4 & 0.155 & 1 & 0 & 0\\
5 & 0.135 & 0.2614 & $-0.0012$ & $-0.0114$\\
6 & 0.033 & 1 & 0 & 0\\
7 & 0.034 & 0.2405 & $-0.0003$ & $+0.0058$
\end{tabular}
\end{center}
In these seven segments damped and full steps alternate. Later in the run short and long steps still alternate, but every second long step (segments 8, 12, 16, 20) is about $0.9$ rather than 1. The cause of this pattern was not investigated. At a full step all three rules choose the end of the segment. The interior minima lie below $\frac13$, and the cubic falls short at each, as derived. At segments 3, 5 and 7 it is the closer rule; later segments were not compared. The measure $-s_0$ rises slightly from segment 6 to segment 7, which is allowed: the energy must fall, its slope need not.

With the threshold $-s_0<10^{-7}$ hartree, the cubic and the exact search each needed 21 mixing steps and reached $12.30819$ hartree. This value holds for the 201-point grid. With half the spacing it is $12.3089$ hartree, with the same number of steps. The final gap between the highest filled and lowest empty orbital is $0.099$ hartree, so the aufbau filling is unique there. Without damping, $\lambda=1$ throughout, $-s_0$ was still $10.8$ hartree at the start of the 60th step. For these parameters and this starting matrix the damping is needed, while replacing the cubic by an exact search saves no steps. A run with the parabola \eqref{lq} throughout reached the same energy in 17 steps and without any rise of the energy, although the descent argument above does not cover it. A closer step on each segment does not by itself shorten the run.

The fit has a numerical limit. A rounding error $\eta$ in $\Delta$ changes $c_2$ by $3\eta$ and $c_3$ by $-2\eta$, hence $p'(\lambda)$ by $6\eta\lambda(1-\lambda)$. To first order the step moves by
\begin{equation}
-\frac{6\eta\,\lambda_c(1-\lambda_c)}{p''(\lambda_c)} .
\end{equation}
As the segment shrinks, $p''$ falls as $\delta^2$ while $\eta$ stays near the rounding error of the total energy. Very close to convergence the energy difference therefore spoils the cubic. The parabola \eqref{lq}, which does not use $\Delta$, avoids this source of error, and its own interpolation error is then small.
